# Optimized zT and the quality factor for acoustic-phonon scattering: test program

```python
"""
Result under test: for one parabolic band type with transport distribution
sigma(E) = sigma_E0 (E/kT)^s, the zT optimized over doping depends only on
B = (k/e)^2 sigma_E0 T / kappa_L (at given s). For acoustic scattering s = 1 and
sigma_E0 = 2 e^2 hbar c_l N_v / (3 pi m_I D^2).
N_v: number of valleys; c_l: longitudinal elastic constant; D: deformation
potential; m_I: inertial mass (harmonic mean); m_d: density-of-states mass of one
valley (geometric mean); kappa_L: lattice conductivity; eta: chemical potential
over kT, measured from the band edge; x = E/kT.
"""
import numpy as np
import mpmath as mp
from scipy.constants import hbar, k as kB, e, m_e, pi
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, lambertw

# Energy grid: x = u^2 makes half-integer powers smooth
nodes, node_weights = np.polynomial.legendre.leggauss(240)
u_max = np.sqrt(80.0)
u = 0.5 * u_max * (nodes + 1)
X = u**2
WX = 0.5 * u_max * node_weights * 2 * u


def window(eta):
    return expit(X - eta) * expit(eta - X)


def moments(eta, s=1.0):
    """I_n from the definition, by quadrature."""
    return [np.sum(WX * X**s * (X - eta)**n * window(eta)) for n in range(3)]


def zt_from_moments(m, B):
    return m[1]**2 / (m[0] * m[2] - m[1]**2 + m[0] / B)


def maximize(func, low=-15.0, high=6.0):
    r = minimize_scalar(lambda t: -func(t), bounds=(low, high),
                        method="bounded", options={"xatol": 1e-9})
    return r.x, -r.fun


def optimum(B, s=1.0):
    return maximize(lambda t: zt_from_moments(moments(t, s), B))


# Closed forms for s = 1 through polylogarithms
def fermi(j, eta):
    return float(mp.re(-mp.gamma(j + 1) * mp.polylog(j + 1, -mp.exp(eta))))


def closed_forms(eta):
    f0, F0 = expit(eta), np.logaddexp(0, eta)
    F1, F2 = fermi(1, eta), fermi(2, eta)
    I = [F0, 2*F1 - eta*F0, 3*F2 - 4*eta*F1 + eta**2*F0]
    dI = [f0, F0 - eta*f0, 2*F1 - 2*eta*F0 + eta**2*f0]
    return I, dI


def power_factor_slope(eta):
    I, dI = closed_forms(eta)
    return 2 * dI[1] / I[1] - dI[0] / I[0]


def inverse_B(eta):
    """1/B for which eta is a stationary point of zT."""
    I, dI = closed_forms(eta)
    return dI[2] / power_factor_slope(eta) - I[2]


# Direct k-space description of a material
def inverse_mass(ml, mt, axis):
    n = np.array(axis, float)
    n /= np.linalg.norm(n)
    return (np.eye(3) / mt + (1/ml - 1/mt) * np.outer(n, n)) / m_e


def shell(energy, inverse_masses, n_theta=24):
    """State weights (per spin, volume, energy) and v_x on the energy shell."""
    c, wc = np.polynomial.legendre.leggauss(n_theta)
    phi = (np.arange(2 * n_theta) + 0.5) * pi / n_theta
    C, P = np.meshgrid(c, phi, indexing="ij")
    R = np.sqrt(1 - C**2)
    dirs = np.stack([R*np.cos(P), R*np.sin(P), C], -1).reshape(-1, 3)
    solid = np.repeat(wc * pi / n_theta, 2 * n_theta)
    weights, vx = [], []
    for inv in inverse_masses:
        proj = dirs @ inv
        a = np.sum(proj * dirs, axis=1)
        wave = np.sqrt(2 * energy / a) / hbar
        weights.append(solid * wave / (hbar**2 * a) / (2*pi)**3)
        vx.append(hbar * wave * proj[:, 0])
    return np.array(weights), np.array(vx)


def rate_constant(mat):
    return 2*pi/hbar * mat["D"]**2 * kB * mat["T"] / mat["c"]


def tabulate(mat):
    """Transport distribution and total density of states on the x grid."""
    sig, dos = [], []
    for x in X:
        w, v = shell(x * kB * mat["T"], mat["inv"])
        tau = 1 / (rate_constant(mat) * w.sum(axis=1))
        sig.append(2 * e**2 * np.sum((w * v**2).sum(axis=1) * tau))
        dos.append(2 * w.sum())
    return np.array(sig), np.array(dos)


def coefficients(mat, table, eta):
    sig, dos = table
    T = mat["T"]
    K = [np.sum(WX * sig * (X - eta)**n * window(eta)) for n in range(3)]
    S = kB / e * K[1] / K[0]
    kappa_e = (kB / e)**2 * T * (K[2] - K[1]**2 / K[0])
    n = np.sum(WX * dos * expit(eta - X)) * kB * T
    zT = S**2 * K[0] * T / (mat["kappa"] + kappa_e)
    return {"sigma": K[0], "S": S, "kappa_e": kappa_e, "n": n, "zT": zT}


def sigma_E0_formula(mat):
    return (2 * e**2 * hbar * mat["c"] * len(mat["inv"])
            / (3 * pi * mat["mI"] * mat["D"]**2))


def B_formula(mat):
    return (2 * kB**2 * hbar * mat["T"] * len(mat["inv"]) * mat["c"]
            / (3 * pi * mat["mI"] * mat["D"]**2 * mat["kappa"]))


def make(ml, mt, axes, D_eV, c_GPa, T, kappa):
    return {"inv": [inverse_mass(ml, mt, a) for a in axes],
            "mI": 3 * m_e / (1/ml + 2/mt), "md": m_e * (ml*mt**2)**(1/3),
            "D": D_eV * e, "c": c_GPa * 1e9, "T": T, "kappa": kappa}


diagonals = [(1, 1, 1), (-1, 1, 1), (1, -1, 1), (1, 1, -1)]
cube_axes = [(1, 0, 0), (0, 1, 0), (0, 0, 1)] * 2
first = make(0.6, 0.15, diagonals, 15, 70, 600, 1.5)
second = make(0.9, 0.3, cube_axes, 10, 120, 400, 1.0)
second["kappa"] = B_formula(second) / B_formula(first)  # was 1 W/(m K)
m_iso = first["mI"] / m_e
third = make(m_iso, m_iso, diagonals, 15, 70, 600, 1.5)
B1 = B_formula(first)

# Closed forms against quadrature, and derivatives against differences
for eta in (-5.0, -0.7, 0.4, 4.0):
    I, dI = closed_forms(eta)
    assert np.allclose(I, moments(eta), rtol=1e-9)
    h = 1e-4
    diff = (np.array(moments(eta+h)) - np.array(moments(eta-h))) / (2*h)
    assert np.allclose(dI, diff, rtol=1e-6, atol=1e-9)

# One stationary point for every B
eta_pf = brentq(power_factor_slope, 0, 2)
below = [inverse_B(t) for t in np.linspace(-12, eta_pf - 0.01, 120)]
above = [inverse_B(t) for t in np.linspace(eta_pf + 0.01, 12, 80)]
assert min(below) > 0 and np.all(np.diff(below) > 0) and max(above) < 0

# k-space integration against the derived sigma_E0, and equal-B materials
results = []
for mat in (first, second, third):
    table = tabulate(mat)
    assert np.allclose(table[0], sigma_E0_formula(mat) * X, rtol=1e-6)
    eta, zT = maximize(lambda t: coefficients(mat, table, t)["zT"])
    out = coefficients(mat, table, eta)
    F_half = np.sum(WX * np.sqrt(X) * expit(eta - X))
    n_formula = (len(mat["inv"]) * (2*mat["md"]*kB*mat["T"])**1.5
                 * F_half / (2 * pi**2 * hbar**3))
    assert abs(out["n"] / n_formula - 1) < 1e-6
    out["eta"] = eta
    results.append(out)
eta_root = brentq(lambda t: np.log(inverse_B(t) * B1), -12, eta_pf - 1e-6)
zt_root = zt_from_moments(closed_forms(eta_root)[0], B1)
for out in results:
    assert abs(out["zT"] / zt_root - 1) < 1e-6
    assert abs(out["eta"] - eta_root) < 1e-3
assert abs(results[2]["n"] / results[0]["n"] - 1) > 0.1

# Growth of the optimum with B equals the lattice share of heat conduction
step = 1e-3
growth = np.log(optimum(B1*np.exp(step))[1]
                / optimum(B1*np.exp(-step))[1]) / (2*step)
share = first["kappa"] / (first["kappa"] + results[0]["kappa_e"])
assert abs(growth - share) < 1e-5

# Limits of small and large B
I_pf = closed_forms(eta_pf)[0]
pf_max = I_pf[1]**2 / I_pf[0]
assert abs(optimum(1e-5)[1] / (1e-5 * pf_max) - 1) < 1e-3
B_large = 1e4
W = lambertw(4 * B_large).real
eta_large, zt_large = optimum(B_large)
zt_lambert = W * (W + 2) / 2
assert abs(zt_large / zt_lambert - 1) < 5e-3 and abs(eta_large + W) < 0.02


# Full collision equation on the shell, with relative intervalley strength r
def solve_collisions(mat, r):
    w, v = shell(kB * mat["T"], mat["inv"], 10)
    nv, points = w.shape
    valley = (1 - r) * np.eye(nv) + r * np.ones((nv, nv))
    rates = (rate_constant(mat) * np.kron(valley, np.ones((points, points)))
             * w.ravel()[None, :])
    operator = np.diag(rates.sum(axis=1)) - rates
    path = np.linalg.lstsq(operator, v.ravel(), rcond=1e-10)[0]
    return 2 * e**2 * np.sum(w.ravel() * v.ravel() * path)


intra = solve_collisions(first, 0.0)
inter = solve_collisions(first, 1.0)
sE0 = sigma_E0_formula(first)
assert abs(intra / sE0 - 1) < 2e-3  # coarse angular grid
assert abs(inter * len(first["inv"]) / sE0 - 1) < 2e-3


# Golden rule with real phonon energies and Bose occupation, isotropic valley
def phonon_rate_ratio(T, density=6000.0):
    m, c, D = third["mI"], third["c"], third["D"]
    vs = np.sqrt(c / density)
    wave = np.sqrt(2 * m * kB * T) / hbar
    shift = 2 * m * vs / hbar
    unit = kB * T / (hbar * vs)  # phonon wave number with energy kT
    absorb = quad(lambda y: y**2 / np.expm1(y), 1e-12,
                  (2*wave + shift) / unit)[0]
    emit = quad(lambda y: y**2 * (1 + 1/np.expm1(y)), 1e-12,
                (2*wave - shift) / unit)[0]
    exact = (D**2 * m / (4*pi*density*vs*hbar**2*wave)
             * unit**3 * (absorb + emit))
    w, _ = shell(kB * T, third["inv"][:1])
    elastic = 2*pi/hbar * D**2 * kB * T / c * w.sum()
    return exact / elastic


ratio_hot, ratio_cold = phonon_rate_ratio(600.0), phonon_rate_ratio(1.0)
assert abs(ratio_hot - 1) < 2e-3 and abs(ratio_cold - 1) > 0.05


# Mirror-image valence band at a gap (in kT): minority carriers
def bipolar_zt(eta, gap):
    a, h = moments(eta), moments(-eta - gap)
    return zt_from_moments([a[0]+h[0], a[1]-h[1], a[2]+h[2]], B1)


bipolar = {g: maximize(lambda t: bipolar_zt(t, g), -g/2)[1] for g in (4, 8, 20)}
assert abs(bipolar[20] / zt_root - 1) < 1e-4 and bipolar[4] < 0.9 * zt_root

# Other energy exponents at the same B
other = {s: optimum(B1, s)[1] for s in (1.5, 2.0)}
assert all(abs(z / zt_root - 1) > 0.05 for z in other.values())

names = ("model 1", "model 2", "model 3")
for name, mat, out in zip(names, (first, second, third), results):
    print(f"{name}: N_v = {len(mat['inv'])}, T = {mat['T']} K, "
          f"D = {mat['D']/e:.0f} eV, c_l = {mat['c']/1e9:.0f} GPa")
    print(f"  m_I = {mat['mI']/m_e:.4f} m_e, m_d = {mat['md']/m_e:.4f} m_e, "
          f"kappa_L = {mat['kappa']:.4f} W/(m K)")
    print(f"  sigma_E0 = {sigma_E0_formula(mat):.4e} S/m, "
          f"B = {B_formula(mat):.4f}")
    print(f"  optimum: eta = {out['eta']:.4f}, |S| = {out['S']*1e6:.1f} uV/K, "
          f"n = {out['n']*1e-6:.3e} cm^-3")
    print(f"  sigma = {out['sigma']:.4e} S/m, "
          f"kappa_e = {out['kappa_e']:.4f} W/(m K), zT = {out['zT']:.4f}")
print("model 1 and 3 valley masses: 1 long, 2 transverse, in m_e:")
for name, mat in zip(names, (first, second, third)):
    masses = np.sort(1 / np.linalg.eigvalsh(mat["inv"][0])) / m_e
    print(f"  {name}: {masses[2]:.3f}, {masses[1]:.3f}, {masses[0]:.3f}")
print(f"stationarity condition, model 1: eta = {eta_root:.4f}, zT = {zt_root:.4f}")
print(f"d ln zT_opt / d ln B = {growth:.4f}; kappa_L/kappa = {share:.4f}")
print("optimum against B for s = 1 (B, eta, |S| in uV/K, zT):")
previous = 0.0
for B in (0.1, 0.2, 0.4, 0.8, 1.6, 2 * B1):
    eta, zT = optimum(B)
    m = moments(eta)
    if B <= 1.6 and B != 2 * B1:
        assert zT > previous
        previous = zT
    print(f"  {B:.4f}  {eta:.4f}  {kB/e*m[1]/m[0]*1e6:.1f}  {zT:.4f}")
print(f"small B: eta = {eta_pf:.4f}, zT_opt/B = {pf_max:.4f}")
print(f"B = {B_large:.0f}: eta = {eta_large:.4f}, -W = {-W:.4f}")
print(f"  zT = {zt_large:.3f}, Lambert limit = {zt_lambert:.3f}")
for s, z in other.items():
    print(f"same B as model 1 but s = {s}: zT_opt = {z:.4f}")
for g, z in bipolar.items():
    print(f"same B, mirror valence band, gap {g} kT: zT_opt = {z:.4f}")
print(f"collision equation / formula, intravalley only: {intra/sE0:.5f}")
print(f"  with equal intervalley strength: {inter/sE0:.5f}")
print(f"phonon rate / elastic formula at E = kT, 600 K: {ratio_hot:.5f}")
print(f"  at 1 K: {ratio_cold:.4f} (mass density 6000 kg/m^3)")
print("all tests passed")
```

Printed output:

```
model 1: N_v = 4, T = 600 K, D = 15 eV, c_l = 70 GPa
  m_I = 0.2000 m_e, m_d = 0.2381 m_e, kappa_L = 1.5000 W/(m K)
  sigma_E0 = 1.5286e+05 S/m, B = 0.4540
  optimum: eta = -0.6348, |S| = 246.2 uV/K, n = 1.492e+19 cm^-3
  sigma = 6.5008e+04 S/m, kappa_e = 0.6100 W/(m K), zT = 1.1209
model 2: N_v = 6, T = 400 K, D = 10 eV, c_l = 120 GPa
  m_I = 0.3857 m_e, m_d = 0.4327 m_e, kappa_L = 3.0000 W/(m K)
  sigma_E0 = 4.5858e+05 S/m, B = 0.4540
  optimum: eta = -0.6348, |S| = 246.2 uV/K, n = 2.983e+19 cm^-3
  sigma = 1.9503e+05 S/m, kappa_e = 1.2200 W/(m K), zT = 1.1209
model 3: N_v = 4, T = 600 K, D = 15 eV, c_l = 70 GPa
  m_I = 0.2000 m_e, m_d = 0.2000 m_e, kappa_L = 1.5000 W/(m K)
  sigma_E0 = 1.5286e+05 S/m, B = 0.4540
  optimum: eta = -0.6348, |S| = 246.2 uV/K, n = 1.148e+19 cm^-3
  sigma = 6.5008e+04 S/m, kappa_e = 0.6100 W/(m K), zT = 1.1209
model 1 and 3 valley masses: 1 long, 2 transverse, in m_e:
  model 1: 0.600, 0.150, 0.150
  model 2: 0.900, 0.300, 0.300
  model 3: 0.200, 0.200, 0.200
stationarity condition, model 1: eta = -0.6348, zT = 1.1209
d ln zT_opt / d ln B = 0.7109; kappa_L/kappa = 0.7109
optimum against B for s = 1 (B, eta, |S| in uV/K, zT):
  0.1000  0.0801  199.6  0.3395
  0.2000  -0.2127  217.9  0.6038
  0.4000  -0.5650  241.4  1.0234
  0.8000  -0.9642  269.9  1.6480
  1.6000  -1.4000  302.7  2.5233
  0.9081  -1.0414  275.5  1.7881
small B: eta = 0.6681, zT_opt/B = 4.0603
B = 10000: eta = -8.4612, -W = -8.4611
  zT = 44.256, Lambert limit = 44.257
same B as model 1 but s = 1.5: zT_opt = 1.7884
same B as model 1 but s = 2.0: zT_opt = 2.7305
same B, mirror valence band, gap 4 kT: zT_opt = 0.7152
same B, mirror valence band, gap 8 kT: zT_opt = 1.0791
same B, mirror valence band, gap 20 kT: zT_opt = 1.1209
collision equation / formula, intravalley only: 0.99998
  with equal intervalley strength: 0.25000
phonon rate / elastic formula at E = kT, 600 K: 0.99970
  at 1 K: 0.8350 (mass density 6000 kg/m^3)
all tests passed
```
